# Charge Pumped per Cycle by a Single Two-State Trap: verification in Python

```python
"""
Mean charge pumped by one two-state trap under a periodic gate pulse.
Result under test: Q = (1-a)(1-b)/(1-a*b) electrons per cycle, where
a = probability that an empty trap stays empty through the electron phase,
b = probability that a filled trap stays filled through the hole phase.
F, G = occupancy after and before the electron phase in the periodic state.
Conditions: negligible emission, one active band in each phase.
The example is an oxide trap near silicon; its parameters are rough values.
Lengths are in nm, densities in cm^-3, rates in s^-1, energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import ai_zeros, expit

q, hbar, m0 = const.e, const.hbar, const.m_e
k_ev = const.k / q


def pumped(a, b):
    return (1 - a) * (1 - b) / (1 - a * b)


def pumped_exponents(x, y):
    return pumped(np.exp(-x), np.exp(-y))


def four_rate_cycle(rates_1, time_1, rates_2, time_2):
    """Net conduction-band electrons taken per cycle, from the master equation.
    Rates: electron capture, electron emission, hole capture, hole emission.
    State vector: occupancy, constant one, electron counter."""
    def propagator(rates, duration):
        cn, en, cp, ep = rates
        matrix = np.array([[-(cn + en + cp + ep), cn + ep, 0.0],
                           [0.0, 0.0, 0.0],
                           [-(cn + en), cn, 0.0]])
        return expm(matrix * duration)
    cycle = propagator(rates_2, time_2) @ propagator(rates_1, time_1)
    start = cycle[0, 1] / (1 - cycle[0, 0])
    return cycle[2, 0] * start + cycle[2, 1]


# ---- Test: rate equations with capture rates that vary within each phase
def electron_rate(t):
    return 1.8 * np.sin(np.pi * t) ** 2


def hole_rate(t):
    return 1.2 * t ** 2


a_ode = np.exp(-quad(electron_rate, 0, 1)[0])
b_ode = np.exp(-quad(hole_rate, 0, 1)[0])


def electron_phase(t, s):
    flow = electron_rate(t) * (1 - s[0])
    return [flow, flow]


def hole_phase(t, s):
    flow = hole_rate(t) * s[0]
    return [-flow, flow]


occupancy, starts = 0.0, [0.0]
for cycle_index in range(18):
    sol = solve_ivp(electron_phase, (0, 1), [occupancy, 0.0],
                    rtol=1e-10, atol=1e-12)
    filled, electrons = sol.y[:, -1]
    sol = solve_ivp(hole_phase, (0, 1), [filled, 0.0],
                    rtol=1e-10, atol=1e-12)
    occupancy, holes = sol.y[:, -1]
    starts.append(occupancy)
q_ode = pumped(a_ode, b_ode)
assert abs(electrons - q_ode) < 1e-6 and abs(holes - q_ode) < 1e-6
assert abs(filled - (1 - a_ode) / (1 - a_ode * b_ode)) < 1e-6
assert abs(occupancy - b_ode * (1 - a_ode) / (1 - a_ode * b_ode)) < 1e-6
contraction = (starts[2] - starts[1]) / (starts[1] - starts[0])
assert abs(contraction - a_ode * b_ode) < 1e-6

# ---- Test: random capture times, and the waiting-time distribution
x_mc, y_mc = 0.9, 0.4
rng = np.random.default_rng(7)
traps, burn, counted = 20000, 20, 60
is_full = np.zeros(traps, dtype=bool)
captures = np.zeros(traps)
for cycle_index in range(burn + counted):
    captured = (~is_full) & (rng.exponential(1 / x_mc, traps) < 1)
    is_full |= captured
    if cycle_index >= burn:
        captures += captured
    is_full &= ~(rng.exponential(1 / y_mc, traps) < 1)
q_mc = captures.mean() / counted
error_mc = captures.std(ddof=1) / counted / np.sqrt(traps)
q_mc_formula = pumped_exponents(x_mc, y_mc)
assert abs(q_mc - q_mc_formula) < 5 * error_mc

a_w, b_w = np.exp(-x_mc), np.exp(-y_mc)
tries = np.arange(1, 401)
prob_1 = (1 - a_w) * a_w ** (tries - 1)
prob_2 = (1 - b_w) * b_w ** (tries - 1)
lengths = tries[:, None] + tries[None, :] - 1
mean_cycles = np.sum(lengths * prob_1[:, None] * prob_2[None, :])
q_master = four_rate_cycle((x_mc, 0, 0, 0), 1, (0, 0, y_mc, 0), 1)
assert abs(mean_cycles * q_master - 1) < 1e-9

# ---- Test: hyperbolic form, bounds and limits against the master equation
for x in (0.05, 0.7, 3.0):
    for y in (0.1, 1.1, 5.0):
        exact = four_rate_cycle((x, 0, 0, 0), 1, (0, 0, y, 0), 1)
        coth_sum = (1 / np.tanh(x / 2) + 1 / np.tanh(y / 2)) / 2
        assert abs(exact * coth_sum - 1) < 1e-9
        pa, pb = 1 - np.exp(-x), 1 - np.exp(-y)
        assert pa * pb < exact < min(pa, pb)
fast = four_rate_cycle((1e-3, 0, 0, 0), 1, (0, 0, 3e-3, 0), 1)
assert abs(fast / (1e-3 * 3e-3 / 4e-3) - 1) < 1e-5
slow = four_rate_cycle((30, 0, 0, 0), 1, (0, 0, 30, 0), 1)
assert abs(slow - 1) < 1e-9

# ---- Test: same-band emission, and failure when both bands act together
cn, en, cp, ep = 1.1, 0.3, 0.8, 0.2
with_emission = four_rate_cycle((cn, en, 0, 0), 1, (0, 0, cp, ep), 1)
level_gap = cn / (cn + en) - ep / (cp + ep)
assert abs(with_emission
           - level_gap * pumped_exponents(cn + en, cp + ep)) < 1e-10
both_bands = four_rate_cycle((5, 0, 5, 0), 1, (0, 0, 5, 0), 1)
assert both_bands > 1

# ---- Worked example: rough parameters of a small n-channel MOSFET
temperature, frequency = 300.0, 10e6
depth, sigma = 0.7, 1e-15
n_inv, p_acc = 3e18, 5e18
barrier_n, barrier_p, oxide_mass = 3.1, 4.6, 0.4
speed_mass_n, speed_mass_p = 0.26, 0.40
half = 0.5 / frequency


def mean_speed(mass):
    return 100 * np.sqrt(8 * const.k * temperature / (np.pi * mass * m0))


def tunnel_exponent(barrier, distance, field=0.0):
    """WKB exponent; field in V/nm lowers the barrier with distance."""
    def integrand(z):
        height = q * (barrier - field * z)
        return 2e-9 * np.sqrt(2 * oxide_mass * m0 * height) / hbar
    return quad(integrand, 0, distance)[0]


v_n, v_p = mean_speed(speed_mass_n), mean_speed(speed_mass_p)
lam_n = 1e9 * hbar / (2 * np.sqrt(2 * oxide_mass * m0 * barrier_n * q))
lam_p = 1e9 * hbar / (2 * np.sqrt(2 * oxide_mass * m0 * barrier_p * q))
assert abs(tunnel_exponent(barrier_n, depth) * lam_n / depth - 1) < 1e-9
coef_n = sigma * v_n * np.exp(-depth / lam_n)
coef_p = sigma * v_p * np.exp(-depth / lam_p)
k_n, k_p = coef_n * n_inv, coef_p * p_acc
x_ex, y_ex = k_n * half, k_p * half
a_ex, b_ex = np.exp(-x_ex), np.exp(-y_ex)
q_ex = pumped(a_ex, b_ex)
F_ex = (1 - a_ex) / (1 - a_ex * b_ex)
G_ex = b_ex * F_ex


def ideal_cycle(freq):
    t = 0.5 / freq
    return four_rate_cycle((k_n, 0, 0, 0), t, (0, 0, k_p, 0), t)


assert abs(ideal_cycle(frequency) - q_ex) < 1e-9
i_sat = q * k_n * k_p / (2 * (k_n + k_p))
assert abs(q * 1e10 * ideal_cycle(1e10) / i_sat - 1) < 1e-4

# ---- Size of neglected effects
def change(x, y):
    return 100 * (pumped_exponents(x, y) / q_ex - 1)


def band_density(mass):
    thermal = mass * m0 * const.k * temperature / (2 * np.pi * hbar ** 2)
    return 2e-6 * thermal ** 1.5


N_c, N_v, gap = band_density(1.08), band_density(1.15), 1.12
n_i = np.sqrt(N_c * N_v) * np.exp(-gap / (2 * k_ev * temperature))
trap_offset = 0.3
n_1 = n_i * np.exp(trap_offset / (k_ev * temperature))
p_1 = n_i ** 2 / n_1
phase_1 = (k_n, coef_n * n_1, coef_p * n_i ** 2 / n_inv, coef_p * p_1)
phase_2 = (coef_n * n_i ** 2 / p_acc, coef_n * n_1, k_p, coef_p * p_1)
q_full = four_rate_cycle(phase_1, half, phase_2, half)
emission_change = 100 * (q_full / q_ex - 1)
assert abs(emission_change) < 1

edge = 2e-9
edge_change = change(k_n * (half - edge), k_p * (half - edge))

field = 0.1  # V/nm, equal to 1 MV/cm
gain_n = np.exp(depth / lam_n - tunnel_exponent(barrier_n, depth, field))
gain_p = np.exp(depth / lam_p - tunnel_exponent(barrier_p, depth, field))
field_change = change(x_ex * gain_n, y_ex * gain_p)

field_si = field * 1e9 * 3.9 / 11.7


def well_level(mass):
    scale = (hbar * q * field_si) ** 2 / (2 * mass * m0)
    return -ai_zeros(1)[0][0] * scale ** (1 / 3) / q


level_n, level_p = well_level(0.92), well_level(0.29)
gain_n = np.exp(depth / lam_n - tunnel_exponent(barrier_n - level_n, depth))
gain_p = np.exp(depth / lam_p - tunnel_exponent(barrier_p - level_p, depth))
well_change = change(x_ex * gain_n, y_ex * gain_p)


def degenerate_speed_ratio(relative_density):
    def moment(power, eta):
        return quad(lambda e: e ** power * expit(eta - e), 0, 60)[0]
    norm = 2 / np.sqrt(np.pi)
    eta = brentq(lambda h: norm * moment(0.5, h) - relative_density, -12, 5)
    return moment(1.0, eta) / moment(0.5, eta) / norm


deg_n = degenerate_speed_ratio(n_inv / N_c)
deg_p = degenerate_speed_ratio(p_acc / N_v)
degeneracy_change = change(x_ex * deg_n, y_ex * deg_p)

aniso = quad(lambda u: np.sqrt(u * u / 0.92 + (1 - u * u) / 0.19), 0, 1)[0]
aniso_ratio = aniso * np.sqrt(speed_mass_n)
aniso_change = change(x_ex * aniso_ratio, y_ex)


def q_at_depth(z):
    shift = z - depth
    return pumped_exponents(x_ex * np.exp(-shift / lam_n),
                            y_ex * np.exp(-shift / lam_p))


activation, hot = 0.2, 400.0
hot_gain = np.sqrt(hot / temperature) * np.exp(
    activation / k_ev * (1 / temperature - 1 / hot))
q_hot = pumped_exponents(x_ex * hot_gain, y_ex * hot_gain)

oxide, side_cm = 5.0, 1e-5
sheet = 3.9 * const.epsilon_0 * field * 1e9 / q * 1e-4
channel_electrons = sheet * side_cm ** 2
attempt = level_n * q / const.h
leak = q * channel_electrons * attempt * np.exp(
    -tunnel_exponent(barrier_n - level_n, oxide, field))
i_ex = q * frequency * q_ex
assert leak < 1e-6 * i_ex
diffusivity = 5.0
empty_time = side_cm ** 2 / (np.pi ** 2 * diffusivity)
assert channel_electrons * np.exp(-edge / empty_time) < 1e-6 * q_ex

# ---- Printed numbers
print(f"Rate-equation test: a={a_ode:.4f}, b={b_ode:.4f}")
print(f"  electrons/cycle: integrated {electrons:.6f}, formula {q_ode:.6f}")
print(f"  contraction per cycle {contraction:.5f}, ab {a_ode*b_ode:.5f}")
print(f"Random-capture test: a={a_w:.4f}, b={b_w:.4f}")
print(f"  sampled {q_mc:.5f} +/- {error_mc:.5f}, formula {q_mc_formula:.5f}")
print(f"  mean round trip {mean_cycles:.4f} cycles")
print(f"Both bands active in one phase: {both_bands:.3f} electrons/cycle")
print(f"  (electron-phase rates 5, 5; hole-phase rate 5; durations 1)")
print(f"Temperature {temperature:.0f} K, frequency {frequency/1e6:.0f} MHz")
print(f"Phase duration {half*1e9:.0f} ns, trap depth {depth:.2f} nm")
print(f"Cross section before tunnelling {sigma:.0e} cm2")
print(f"Electron, hole density {n_inv:.1e}, {p_acc:.1e} cm^-3")
print(f"Oxide barriers {barrier_n}, {barrier_p} eV; mass {oxide_mass} m0")
print(f"Speed masses n, p: {speed_mass_n}, {speed_mass_p} m0")
print(f"Mean speeds n, p: {v_n:.3e}, {v_p:.3e} cm/s")
print(f"Decay lengths n, p: {lam_n:.4f}, {lam_p:.4f} nm")
print(f"Capture rates n, p: {k_n:.3e}, {k_p:.3e} s^-1")
print(f"Exponents x, y: {x_ex:.4f}, {y_ex:.4f}")
print(f"Survival factors a, b: {a_ex:.4f}, {b_ex:.4f}")
print(f"Occupancies F, G: {F_ex:.4f}, {G_ex:.4f}")
print(f"Pumped Q {q_ex:.4f} electrons/cycle")
print(f"Plain product (1-a)(1-b) {(1-a_ex)*(1-b_ex):.4f}")
print(f"Mean round trip {1/q_ex:.3f} cycles")
print(f"Pumped current {i_ex*1e12:.4f} pA = {i_ex:.3e} A")
for freq in (1e5, 1e6, 1e7, 1e8):
    value = ideal_cycle(freq)
    print(f"  ideal edges, {freq/1e6:g} MHz: Q={value:.4f}, "
          f"I={q*freq*value*1e12:.4f} pA")
print(f"Ideal high-frequency current {i_sat*1e12:.4f} pA")
print("Changes of Q from neglected effects:")
print(f"  emission, trap {trap_offset} eV above midgap: "
      f"{emission_change:+.3f} %")
print(f"  each phase shortened by {edge*1e9:.0f} ns: {edge_change:+.2f} %")
print(f"  oxide field {field*10:.0f} MV/cm: {field_change:+.2f} %")
print(f"  confinement levels n, p: {level_n:.3f}, {level_p:.3f} eV")
print(f"  confinement, barrier effect: {well_change:+.2f} %")
print(f"  degeneracy, speed effect: {degeneracy_change:+.2f} %")
print(f"  anisotropic electron mass: {aniso_change:+.2f} %")
print(f"Q at depth {depth-0.05:.2f} nm: {q_at_depth(depth-0.05):.4f}")
print(f"Q at depth {depth+0.05:.2f} nm: {q_at_depth(depth+0.05):.4f}")
print(f"Q at {hot:.0f} K, capture activation {activation} eV: {q_hot:.4f}")
print(f"  capture-rate gain from 300 K: {hot_gain:.2f}")
print(f"Gate {side_cm*1e7:.0f} x {side_cm*1e7:.0f} nm, oxide {oxide:.0f} nm")
print(f"Gate tunnelling estimate {leak:.1e} A")
print(f"Field / rough 10 MV/cm breakdown field: {field*10/10:.2f}")
print(f"Gate-induced carriers under gate: {channel_electrons:.0f}")
print(f"Channel emptying time {empty_time*1e12:.2f} ps "
      f"(diffusivity {diffusivity:.0f} cm2/s)")
print("OK")
```

It prints:

```
Rate-equation test: a=0.4066, b=0.6703
  electrons/cycle: integrated 0.268936, formula 0.268936
  contraction per cycle 0.27253, ab 0.27253
Random-capture test: a=0.4066, b=0.6703
  sampled 0.26973 +/- 0.00035, formula 0.26894
  mean round trip 3.7184 cycles
Both bands active in one phase: 2.748 electrons/cycle
  (electron-phase rates 5, 5; hole-phase rate 5; durations 1)
Temperature 300 K, frequency 10 MHz
Phase duration 50 ns, trap depth 0.70 nm
Cross section before tunnelling 1e-15 cm2
Electron, hole density 3.0e+18, 5.0e+18 cm^-3
Oxide barriers 3.1, 4.6 eV; mass 0.4 m0
Speed masses n, p: 0.26, 0.4 m0
Mean speeds n, p: 2.110e+07, 1.701e+07 cm/s
Decay lengths n, p: 0.0876, 0.0719 nm
Capture rates n, p: 2.152e+07, 5.063e+06 s^-1
Exponents x, y: 1.0759, 0.2532
Survival factors a, b: 0.3410, 0.7763
Occupancies F, G: 0.8963, 0.6958
Pumped Q 0.2005 electrons/cycle
Plain product (1-a)(1-b) 0.1474
Mean round trip 4.988 cycles
Pumped current 0.3212 pA = 3.212e-13 A
  ideal edges, 0.1 MHz: Q=1.0000, I=0.0160 pA
  ideal edges, 1 MHz: Q=0.9205, I=0.1475 pA
  ideal edges, 10 MHz: Q=0.2005, I=0.3212 pA
  ideal edges, 100 MHz: Q=0.0205, I=0.3283 pA
Ideal high-frequency current 0.3284 pA
Changes of Q from neglected effects:
  emission, trap 0.3 eV above midgap: -0.073 %
  each phase shortened by 2 ns: -3.84 %
  oxide field 1 MV/cm: +3.75 %
  confinement levels n, p: 0.084, 0.123 eV
  confinement, barrier effect: +12.86 %
  degeneracy, speed effect: +1.48 %
  anisotropic electron mass: -0.21 %
Q at depth 0.65 nm: 0.3719
Q at depth 0.75 nm: 0.1040
Q at 400 K, capture activation 0.2 eV: 0.8675
  capture-rate gain from 300 K: 7.99
Gate 100 x 100 nm, oxide 5 nm
Gate tunnelling estimate 2.8e-27 A
Field / rough 10 MV/cm breakdown field: 0.10
Gate-induced carriers under gate: 216
Channel emptying time 2.03 ps (diffusivity 5 cm2/s)
OK
```
